# The Luttinger relation for kappa and the neglect of remote Gamma25 states

## 1. Result

The valence-band edge of a diamond-structure crystal such as germanium is a fourfold level, $\Gamma_8$. Three parameters $\gamma_1,\gamma_2,\gamma_3$ describe its masses and a fourth, $\kappa$, its magnetic moment. If spin-orbit coupling is kept only within the valence triplet, so that its splitting of the remote bands and its mixing of different multiplets are neglected, then to second order in momentum

$$\kappa=\gamma_3+\tfrac23\gamma_2-\tfrac13\gamma_1-\tfrac23-\tfrac23H_2 .\tag{1}$$

Here $H_2$ is the contribution of remote states of symmetry $\Gamma_{25}$. Setting $H_2=0$ gives the relation

$$\kappa_{\rm rel}=\gamma_3+\tfrac23\gamma_2-\tfrac13\gamma_1-\tfrac23 .\tag{2}$$

Equation (2) is therefore an approximation. With rough germanium parameters it gives 3.5, against a measured value near 3.4.

## 2. Conventions

Atomic units are used in the algebra: $\hbar=m=e=1$, and the electron charge is $-1$. In a magnetic field $\mathbf B=\nabla\times\mathbf A$ the kinetic momentum is $\boldsymbol\pi=-i\nabla+\mathbf A$, so

$$[\pi_x,\pi_y]=-i(\partial_xA_y-\partial_yA_x)=-iB_z .\tag{3}$$

With free-electron $g=2$, the spin energy is $+\mathbf S\cdot\mathbf B$. Write $\{ab\}=(ab+ba)/2$. The electron energy near the edge is

$$H=-\tfrac12\left(\gamma_1+\tfrac52\gamma_2\right)\pi^2+\gamma_2\sum_a\pi_a^2J_a^2+2\gamma_3\sum_{a<b}\{\pi_a\pi_b\}\{J_aJ_b\}-\kappa\,\mathbf J\cdot\mathbf B ,\tag{4}$$

where $\mathbf J$ are the spin-3/2 matrices. Cubic symmetry also allows a term $-q\sum_aJ_a^3B_a$. It vanishes under the present assumptions and returns in Section 8.

## 3. Eliminating the remote bands

Without spin, the edge is a triplet $\Gamma_{25}'$ with energy $E_0$. Its real functions $X,Y,Z$ transform as $yz,zx,xy$. In the basis of zone-centre states the Hamiltonian is $E_n+\pi^2/2+\boldsymbol\pi\cdot\mathbf p$, where $\mathbf p$ stands for momentum matrix elements between those states. The triplet is even under inversion and $\mathbf p$ is odd, so $\mathbf p$ has no elements within the triplet.

Let $\phi_i$ be the envelope functions of the triplet and $\phi_n$ those of remote odd states. To leading order the remote equation reads

$$(E_0-E_n)\phi_n=\sum_{b,j}p^b_{nj}\,\pi_b\phi_j .$$

Inserting this into the equation for $\phi_i$ gives

$$H_{ij}=\tfrac12\pi^2\delta_{ij}+\sum_{ab}D^{ab}_{ij}\,\pi_a\pi_b,\qquad D^{ab}_{ij}=\sum_n\frac{p^a_{in}p^b_{nj}}{E_0-E_n}.\tag{5}$$

The order of $\pi_a$ and $\pi_b$ must be kept, because their commutator carries the magnetic moment.

## 4. Four symmetry classes

The nine products of a momentum component with a triplet function separate into four types.

- The sum $xX+yY+zZ\sim xyz$ belongs to $\Gamma_2'$.
- The two traceless combinations of $xX,yY,zZ$ belong to $\Gamma_{12}'$.
- Symmetric pairs such as $yX+xY\sim z(x^2+y^2)$ transform as a vector, $\Gamma_{15}$.
- Antisymmetric pairs such as $yX-xY\sim z(y^2-x^2)$ belong to $\Gamma_{25}$.

Since the functions are real, the elements of $\mathbf p$ are imaginary. For one multiplet of each class they are

$$\langle i|p_a|\Gamma_2'\rangle=iP\delta_{ia},\qquad \langle i|p_a|\Gamma_{12}',\nu\rangle=iR\,\delta_{ia}v_\nu(i),$$
$$\langle i|p_a|\Gamma_{15},c\rangle=iQ|\epsilon_{iac}|,\qquad \langle i|p_a|\Gamma_{25},c\rangle=iT\epsilon_{iac}.$$

The two vectors $v_\nu$ are orthonormal and orthogonal to $(1,1,1)$, so $\sum_\nu v_\nu(i)v_\nu(j)=\delta_{ij}-\frac13$. Define, with sums over multiplets of each class,

$$F=\sum\frac{2P^2}{E_0-E_n},\quad G=\sum\frac{\frac23R^2}{E_0-E_n},\quad H_1=\sum\frac{2Q^2}{E_0-E_n},\quad H_2=\sum\frac{2T^2}{E_0-E_n}.$$

A level above the edge contributes negatively to its sum.

For the diagonal elements, $p_x$ takes $X$ to the first two classes and $p_y$ takes $X$ to the last two. The factor $\frac23$ from $\sum_\nu v_\nu(x)^2$ gives $2G$, and hence

$$L\equiv2D^{xx}_{XX}=F+2G,\qquad M\equiv2D^{yy}_{XX}=H_1+H_2.\tag{6}$$

For the elements between $X$ and $Y$, the order of the components selects the class:

$$2D^{xy}_{XY}=F-G,\qquad 2D^{yx}_{XY}=H_1-H_2.\tag{7}$$

The term $-G$ comes from $\sum_\nu v_\nu(x)v_\nu(y)=-\frac13$. The term $-H_2$ comes from $\epsilon_{XYZ}\,\epsilon_{YXZ}=-1$; the corresponding product for $\Gamma_{15}$ is $+1$. The two classes thus act alike on $M$ and oppositely in (7).

## 5. Mass and moment from the same product

Use $\pi_x\pi_y=\{\pi_x\pi_y\}+\frac12[\pi_x,\pi_y]$ and the same identity with $x$ and $y$ exchanged. Then

$$H_{XY}=\tfrac12\left[(F-G)\pi_x\pi_y+(H_1-H_2)\pi_y\pi_x\right]=\tfrac12N\{\pi_x\pi_y\}-\tfrac i4KB_z,\tag{8}$$
$$N=F-G+H_1-H_2,\qquad K=F-G-H_1+H_2.\tag{9}$$

Introduce the matrices $(I_k)_{ij}=-i\epsilon_{kij}$, which satisfy $[I_x,I_y]=iI_z$. Since $(I_z)_{XY}=-i$, the last term of (8) and its cyclic partners form $\frac K4\mathbf I\cdot\mathbf B$. This is the orbital moment that the remote bands lend to the edge.

The symmetric part can also be written with $\mathbf I$. From the definition, $|X\rangle\langle X|=1-I_x^2$ and $|X\rangle\langle Y|+|Y\rangle\langle X|=-2\{I_xI_y\}$. Therefore

$$H_{\rm sym}=\tfrac12(1+M)\pi^2+\tfrac12(L-M)\sum_a\pi_a^2(1-I_a^2)-N\sum_{a<b}\{\pi_a\pi_b\}\{I_aI_b\}.\tag{10}$$

## 6. Projection on the quartet

Spin-orbit coupling in the valence band is proportional to $\mathbf I\cdot\mathbf S$ with a positive coefficient, which puts $j=3/2$ on top. The quartet must be well separated from the $j=1/2$ doublet $\Gamma_7$, compared with the magnetic and kinetic energies.

For a vector operator the projection theorem gives

$$\mathbf I\to\frac{\frac{15}4+2-\frac34}{2\cdot\frac{15}4}\mathbf J=\tfrac23\mathbf J,\qquad \mathbf S\to\frac{\frac{15}4+\frac34-2}{2\cdot\frac{15}4}\mathbf J=\tfrac13\mathbf J .$$

For the quadratic operators, $I_a^2-\frac23$ must become $c\,(J_a^2-\frac54)$, since both are components of a rank-two tensor. In the state $m_a=3/2$ the orbital projection is 1. The left side is then $\frac13$ and the bracket on the right is 1, so $c=\frac13$. Hence

$$1-I_a^2\to\tfrac34-\tfrac13J_a^2,\qquad\{I_aI_b\}\to\tfrac13\{J_aJ_b\}.$$

Equation (10) becomes

$$\left[\tfrac12(1+M)+\tfrac38(L-M)\right]\pi^2-\tfrac16(L-M)\sum_a\pi_a^2J_a^2-\tfrac13N\sum_{a<b}\{\pi_a\pi_b\}\{J_aJ_b\}.$$

Comparison with (4) gives $\gamma_2=-(L-M)/6$ and $\gamma_3=-N/6$. The coefficient of $\pi^2$ requires

$$\gamma_1=-(1+M)-\tfrac34(L-M)-\tfrac52\gamma_2=-1-\tfrac13(L+2M).\tag{11}$$

The magnetic terms are

$$\tfrac K4\cdot\tfrac23\mathbf J\cdot\mathbf B+\tfrac13\mathbf J\cdot\mathbf B=-\kappa\,\mathbf J\cdot\mathbf B\quad\Rightarrow\quad\kappa=-\tfrac16K-\tfrac13.\tag{12}$$

The $-\frac13$ is the free spin; the rest is orbital.

## 7. The relation and its limits

From (9), $K=N-2H_1+2H_2$. Substituting $H_1=M-H_2$ from (6),

$$K=N-2M+4H_2 .$$

From (11), $\gamma_1=-1-M-\frac13(L-M)=-1-M+2\gamma_2$, so $M=2\gamma_2-\gamma_1-1$. Equation (12) then reads

$$\kappa=-\tfrac16N+\tfrac13M-\tfrac23H_2-\tfrac13=\gamma_3+\tfrac13(2\gamma_2-\gamma_1-1)-\tfrac23H_2-\tfrac13,$$

which is (1).

The counting explains why an approximation is needed. Four independent sums $F,G,H_1,H_2$ determine four parameters $\gamma_1,\gamma_2,\gamma_3,\kappa$. The masses contain $L,M,N$, which fix three combinations of the sums. They cannot tell how $M$ divides between $\Gamma_{15}$ and $\Gamma_{25}$, and $\kappa$ depends on that division. Dropping $H_2$ removes the freedom.

Two limits show the content of the formula. With no remote coupling, $\gamma_1=-1$ and $\gamma_2=\gamma_3=0$. These are free-electron masses, and (2) gives $\kappa=\frac13-\frac23=-\frac13$, the spin term alone. With coupling to $\Gamma_2'$ alone,

$$\gamma_1=-1-\tfrac13F,\qquad\gamma_2=\gamma_3=-\tfrac16F,\qquad\kappa=-\tfrac16F-\tfrac13 .$$

In (2) the terms in $F$ from $\gamma_1$ and $\gamma_2$ cancel, and the same $\kappa$ follows. A nearby conduction band with $F<0$ thus raises $\kappa$ together with $\gamma_1$, $\gamma_2$ and $\gamma_3$. The light-hole inverse mass $\gamma_1+2\gamma_2$ grows as well, but the heavy-hole value $\gamma_1-2\gamma_2=-1$ does not depend on $F$: coupling to $\Gamma_2'$ alone leaves that band with the free-electron mass.

Equation (1) was tested on six random sets of the four sums, each sum lying between $-30$ and $-0.3$. The parameters were extracted from explicit spin-orbital matrices, the masses by traces and $\kappa$ by a linear fit; the largest deviation was $1.6\times10^{-14}$.

## 8. Spin-orbit splitting of the remote states

The derivation gave all members of a remote multiplet one energy denominator. Suppose instead that $\Gamma_{15}$, at energy $E_{15}$ above the edge, has the additional energy $\frac\delta3(2\mathbf I\cdot\mathbf S)$, which splits it by $\delta$. To first order in $\delta$ the inverse denominator $-1/E_{15}$ changes by $\frac\delta3(2\mathbf I\cdot\mathbf S)/E_{15}^2$, so

$$\delta D^{ab}=\eta A_a(2\mathbf I\cdot\mathbf S)A_b,\qquad\eta=-\frac{H_1\delta}{6E_{15}},\qquad(A_a)_{ic}=|\epsilon_{iac}|.$$

**Masses.** Multiplying the matrices gives

$$\delta D^{xx}=-2\eta I_xS_x,\qquad \delta D^{xy}+\delta D^{yx}=2\eta(I_xS_y+I_yS_x).$$

On the quartet, $I_xS_x$ equals $\frac12$ for $m_x=\pm\frac32$ and $-\frac16$ for $m_x=\pm\frac12$. Thus $I_xS_x\to\frac16+\frac13(J_x^2-\frac54)$, and by rotation $I_xS_y+I_yS_x\to\frac23\{J_xJ_y\}$. Comparison with (4) yields

$$\delta\gamma_1=\tfrac23\eta,\qquad\delta\gamma_2=-\tfrac23\eta,\qquad\delta\gamma_3=\tfrac23\eta .$$

The right side of (2) changes by $\frac23\eta-\frac49\eta-\frac29\eta=0$.

**Moment.** For a field along $z$, the antisymmetric part gives

$$\delta\kappa J_z+qJ_z^3=\tfrac i2(\delta D^{xy}-\delta D^{yx})$$
$$=\eta\left[-2S_z|Z\rangle\langle Z|+S_y(|Y\rangle\langle Z|+|Z\rangle\langle Y|)+S_x(|X\rangle\langle Z|+|Z\rangle\langle X|)\right],$$

projected on the quartet. The state $m=3/2$ contains no $Z$, so its expectation value is zero and $\delta\kappa=-\frac94q$. In the state $m=1/2$,

$$\sqrt{\tfrac23}\,Z\!\uparrow-\sqrt{\tfrac16}\,(X+iY)\!\downarrow,$$

the first term gives $-\frac23\eta$ and the cross terms give $-\frac23\eta$. Hence $\frac12\delta\kappa+\frac18q=-\frac43\eta$, and

$$q=\tfrac43\eta,\qquad\delta\kappa=-3\eta .\tag{13}$$

The masses still predict the old $\kappa_{\rm rel}$, while the true $\kappa$ moves away from it by $-3\eta$.

## 9. Germanium

Rough measured parameters are $\gamma_1\approx13$, $\gamma_2\approx4.2$, $\gamma_3\approx5.7$. Equation (2) gives

$$\kappa_{\rm rel}=5.7+2.8-4.33-0.67=3.5 .$$

The measured value is roughly 3.4. Half a unit in the last digit of each input moves $\kappa_{\rm rel}$ by at most

$$0.05+\tfrac23(0.05)+\tfrac13(0.5)=0.25,$$

and the rounding of the measured $\kappa$ adds 0.05. The difference of $-0.10$ therefore lies inside a margin of 0.30. This is agreement, provided the measured $\kappa$ was obtained without imposing (2). The sign and size of the difference carry no meaning: they come mostly from rounding $\gamma_1$. With the commonly tabulated values $13.38$, $4.24$, $5.69$ and $\kappa=3.41$, (2) gives 3.39 and the difference is $+0.02$.

Solving (1) for the neglected sum gives $H_2=-\frac32(\kappa-\kappa_{\rm rel})$. The comparison allows $H_2$ from $-0.30$ to $0.60$. If all remote $\Gamma_{25}$ levels lie above the edge, $H_2\le0$, and only the part from $-0.30$ to zero remains. The data at this precision permit the neglect of $\Gamma_{25}$; they do not show that $H_2$ vanishes.

The splitting of $\Gamma_{15}$ changes this reading. Take model values close to the germanium regime: $H_1=-5$, $E_{15}=3.0$ eV and an assumed splitting $\delta=0.2$ eV. Then

$$\eta=\frac{5\times0.2}{6\times3.0}=0.056,\qquad q\approx0.074,\qquad\delta\kappa\approx-0.17 .$$

The second-order sum with the split levels kept in full gives $q=0.076$ and a departure of $\kappa$ from (1) of $-0.17$. That is about 5% of $\kappa$. For these assumed values, including it lowers the inferred $H_2$ by $\frac32\times0.17\approx0.26$, so the allowed range becomes roughly $-0.56$ to $0.34$.

## 10. An estimate of the neglected sum

A microscopic model can supply $H_2$ itself. The one used here is a local empirical pseudopotential for germanium without spin-orbit coupling, with rough inputs: a lattice constant of 5.7 angstrom and form factors $-0.23$, $0.01$ and $0.06$ Ry at $G^2=3,8,11$ (about $-3.129$, $0.136$ and $0.816$ eV; rounding these to two decimals already changes $F$ to $-15.7$ and $\kappa$ to 1.49, and a lattice constant of 5.66 angstrom changes $\kappa$ to 1.60). With 749 plane waves the sums are

$$F=-16.07,\quad G=-0.90,\quad H_1=-3.88,\quad H_2=-0.041 .$$

The parameters were obtained by separate routes. Band curvatures gave $\gamma_1=7.57$, $\gamma_2=2.33$, $\gamma_3=3.17$. Momentum matrix elements gave $K=-11.34$, and so $\kappa=11.34/6-1/3=1.56$. The relation (2) with these curvatures gives 1.53. The missing 0.03 is $-\frac23H_2=0.027$, with $H_2$ found by projecting onto $\Gamma_{25}$ symmetry. Going from 339 to 749 plane waves moves $\kappa$ by $2\times10^{-5}$. The rough inputs matter far more: changing one form factor by 0.07 eV moves $\kappa$ by up to about 0.8, but $H_2$ by less than 0.003.

The smallness of $H_2$ has two sources in this model. The lowest $\Gamma_{25}$ level lies 25.8 eV above the edge and the lowest $\Gamma_{15}$ level 3.5 eV, a ratio of about 7. But $H_1/H_2$ is about 94. The lowest level of each symmetry supplies about 99% or more of its sum, so the remaining factor of about 13 comes from the squares of the momentum matrix elements, which are smaller for $\Gamma_{25}$. An atomic picture makes this plausible. Around one atom $\Gamma_{25}$ functions transform like $x(y^2-z^2)$ and its partners, which are $f$ functions; $s$, $p$ and $d$ orbitals do not supply this symmetry.

The model is not a faithful account of germanium's masses: its $\gamma_1$ is 7.6 against roughly 13. One cause is its $\Gamma_2'$ level, 1.23 eV above the edge, where the real separation is roughly 0.9 eV. Scaling $F$ by that ratio alone gives about $-22$ and raises $\gamma_1$ by about 2, which leaves much of the discrepancy. The value $H_2\approx-0.04$ is thus an estimate within a local model. It suggests that in germanium the larger correction to (2) comes from spin-orbit splitting of $\Gamma_{15}$, about 0.17 for the values assumed in Section 9, and not from $\Gamma_{25}$, about 0.03. With this model's own $H_1$ and $\Gamma_{15}$ level, (13) gives about 0.11 for the same splitting of 0.2 eV, which is still the larger of the two. This ranking is a result of the model and is not confirmed by the tabulated germanium parameters. The two estimates together predict $\kappa$ about 0.1 below (2), whereas those parameters put it about 0.02 above. Taken with the tabulated $q\approx0.06$, so that $\delta\kappa=-\frac94q\approx-0.135$, they would imply $H_2\approx-0.23$, a $\Gamma_{25}$ term of about 0.15. In real germanium the two corrections may therefore be of similar size and nearly cancel.

## 11. What the parameter does in a magnetic field

The identification of $\kappa$ was tested on Landau levels. A 24-band Hamiltonian, with all four remote classes and a valence spin-orbit splitting of 0.3 eV, was diagonalized in a field along $z$. The sums were chosen as $F=-29$, $G=-1$, $H_1=-5$, $H_2=-1$, with a deliberately large $H_2$. Then $\kappa=3.67$ from (1), but 3.00 from (2).

Six upper valence levels of low oscillator number were compared with those of (4). The momentum along the field was held at $0.5\sqrt B$ in atomic units. The table gives the largest of the six errors, in units of $\hbar eB/m$:

| Field | $\kappa=3.67$ | $\kappa=3.00$ |
|---|---|---|
| 0.1 T | 0.0016 | 0.950 |
| 1 T | 0.0159 | 0.951 |

With the full $\kappa$ the error, measured in this unit, falls in proportion to the field, as expected for nonparabolicity and admixture of $\Gamma_7$. With $H_2$ dropped it stays near 0.95. Changing $\kappa$ by $\frac23$ can shift a level of (4) by at most $\frac23\times\frac32=1$ in this unit, and the error lies just below that bound.

At 1 T the unit is $1.16\times10^{-4}$ eV. For germanium with $\kappa=3.5$, the term $-\kappa\,\mathbf J\cdot\mathbf B$ by itself separates neighbouring $m_J$ by $4.1\times10^{-4}$ eV. The band-mixing error of the test model, $1.8\times10^{-6}$ eV, is about 0.5% of that. The thermal energy at 4 K is $3.4\times10^{-4}$ eV, comparable with this separation. The actual level spacings also contain the kinetic terms of (4), so this comparison alone does not fix how the levels are populated.

## Calculated quantities

```
GERMANIUM, rough measured inputs (dimensionless)
gamma1, gamma2, gamma3 = 13.0 4.2 5.7
terms g3, 2g2/3, -g1/3, -2/3 = 5.700 2.800 -4.333 -0.667
kappa from relation = 3.50
rounding of the gammas moves kappa by up to 0.25
rough measured kappa = 3.4
measured minus relation = -0.10, margin 0.30
H2 allowed by this comparison: -0.30 to 0.60
PSEUDOPOTENTIAL MODEL OF GERMANIUM (no spin-orbit)
lattice constant = 5.7 angstrom
form factors at G^2 = 3, 8, 11: -3.13 0.14 0.82 eV
plane waves: 339 and 749
lowest Gamma2', Gamma15, Gamma25 above edge: 1.23 3.51 25.75 eV
F, G, H1, H2 = -16.071 -0.898 -3.877 -0.041
L, M, N from curvature = -17.867 -3.918 -19.009
K from matrix elements = -11.337
gamma1, gamma2, gamma3 = 7.568 2.325 3.168
kappa direct = 1.556
kappa from relation, H2 dropped = 1.529
-(2/3) H2 = 0.027
cutoff shift of kappa = 1.9e-05, of H2 = -3.2e-07
24-BAND TEST MODEL (chosen round values)
F, G, H1, H2 = -29.0 -1.0 -5.0 -1.0
remote levels = 0.9 10.0 3.0 12.0 eV
valence spin-orbit splitting = 0.3 eV
gamma1, gamma2, gamma3 = 13.333 4.167 5.333
kappa full = 3.667, H2 dropped = 3.000
largest error of six Landau levels, in units of hbar e B/m:
  0.1 T: full kappa 0.0016, H2 dropped 0.9496
  1 T:   full kappa 0.0159, H2 dropped 0.9512
random-sum test, largest deviation = 1.6e-14
NEGLECTED EFFECTS
Gamma15 splitting assumed = 0.2 eV
  departure of kappa from relation = -0.1706
  q = 0.0758
hbar e B/m at 1 T = 1.158e-04 eV
kappa splitting per unit m_J at 1 T = 4.05e-04 eV
nonparabolic and Gamma7 level error at 1 T = 1.8e-06 eV
thermal energy at 4 K = 3.45e-04 eV
```
